# Radial Dirac–Fock–Breit Equations for Closed-Shell Atoms, part 1

(Sections cited here and not found follow in the later parts.)

### What symmetry fixes

The Breit operator is built from one Dirac matrix $\boldsymbol\alpha$ for each electron, and $\boldsymbol\alpha$ has only off-diagonal $2\times2$ blocks. A matrix element $\psi_a^\dagger\boldsymbol\alpha\psi_b$ therefore joins the upper (large) half of one spinor to the lower (small) half of the other. With radial amplitudes $P$ (large) and $Q$ (small), it contains $P_AQ_B$ and $Q_AP_B$, and never $P_AP_B$ or $Q_AQ_B$. The Breit energy of a determinant is a quadratic form in such currents. Differentiating it with respect to $P_A$ removes $P_A$ from one product $P_AQ_B$ and leaves $Q_B$ times a potential generated by the other current. The equation obtained by varying $P_A$ must receive Breit terms of the form (potential) $\times\,Q_B$, and the equation obtained by varying $Q_A$ must receive (potential) $\times\,P_B$. The Coulomb operator is diagonal in the Dirac blocks and gives the opposite pairing.

Rotational symmetry decides which of the two Hartree–Fock contractions survives. The direct term is driven by the total current of the atom. In a closed shell that current is a rotationally invariant vector field, so it can only be $f(r)\hat{\mathbf r}$, and because a closed shell is also invariant under time reversal, which reverses currents, $f=0$. Only exchange remains.

Dimensions fix the size. In Hartree units an inner orbital of a nucleus of charge $Z$ has radius $\sim1/Z$ and $Q/P\sim Z\alpha$, where $\alpha=1/c$. The kernel has the dimension of $1/r_{12}\sim Z$ and each of the two currents carries one factor $Q/P$, so an inner pair contributes of order $\alpha^2Z^3$, smaller than its Coulomb repulsion by $(Z\alpha)^2$. What symmetry does not give is the set of potentials and their coefficients. It also does not exclude $B=A$, and the sum will be found to include the subshell's own small component.

### Spinors and the radial Dirac operator

Capital letters label subshells $A=(n,\kappa)$, lower-case letters label orbitals $a=(A,m_a)$. The quantum number is $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, so a full subshell holds $q=2j+1=2|\kappa|$ electrons, and $-\kappa$ has the same $j$ with $l$ changed by one unit. The orbitals are

$$\psi_a=\frac1r\begin{pmatrix}P_A\,\Omega_{\kappa_Am_a}\\ iQ_A\,\Omega_{-\kappa_Am_a}\end{pmatrix},\qquad \Omega_{\kappa m}=\sum_\mu\langle l\,m{-}\mu\,\tfrac12\,\mu|jm\rangle Y_{l,m-\mu}\chi_\mu ,\tag{1}$$

with real $P_A,Q_A$ and $\int(P_A^2+Q_A^2)\,dr=1$.

At the pole $\hat{\mathbf r}=\hat{\mathbf z}$ only $Y_{l0}=\sqrt{(2l+1)/4\pi}$ is nonzero, so $\Omega_{\kappa m}(\hat{\mathbf z})=\omega_\kappa(m)\chi_m$ for $m=\pm\tfrac12$ and zero otherwise. The coefficients $\langle l0\tfrac12\,{\pm}\tfrac12|j\,{\pm}\tfrac12\rangle$ are $\sqrt{(l+1)/(2l+1)}$ for $j=l+\tfrac12$ and $\mp\sqrt{l/(2l+1)}$ for $j=l-\tfrac12$. Since $l+1$ and $l$ equal $q/2$ in the two cases,

$$\omega_\kappa(-\tfrac12)=\sqrt{\frac{q}{8\pi}},\qquad \omega_\kappa(+\tfrac12)=\eta_\kappa\sqrt{\frac{q}{8\pi}},\qquad \eta_\kappa=(-1)^{j-l-1/2}=-\operatorname{sgn}\kappa .\tag{2}$$

Three identities follow:

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m},\qquad \boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}=-\Omega_{-\kappa m},\qquad \sum_m\Omega_{\kappa m}\Omega_{\kappa m}^\dagger=\frac{q}{8\pi}\mathbb 1 .\tag{3}$$

The first holds because $\boldsymbol\sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\tfrac34$ equals $l$ for $j=l+\tfrac12$ and $-l-1$ for $j=l-\tfrac12$. For the second, $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is a rotational scalar of odd parity whose square is 1, so it maps $\Omega_{\kappa m}$ to $\pm\Omega_{-\kappa m}$ with a sign independent of $m$; at the pole it is $\sigma_z$, and for $m=\tfrac12$ equation (2) gives $\omega_\kappa(\tfrac12)=-\omega_{-\kappa}(\tfrac12)$. The third holds at the pole by (2); the sum over a full multiplet is rotationally covariant and the unit matrix is invariant, so it holds in every direction.

The product rule $(\boldsymbol\sigma\cdot\mathbf u)(\boldsymbol\sigma\cdot\mathbf v)=\mathbf u\cdot\mathbf v+i\boldsymbol\sigma\cdot(\mathbf u\times\mathbf v)$ with $\mathbf u=\mathbf r$, $\mathbf v=\mathbf p$, multiplied from the left by $\boldsymbol\sigma\cdot\hat{\mathbf r}/r$, gives $\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\hat{\mathbf r}\,(-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r)$. With (3), and $(P/r)'=P'/r-P/r^2$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\Omega_{\kappa m}=\frac ir\Big(P'+\frac{\kappa}{r}P\Big)\Omega_{-\kappa m},\qquad \boldsymbol\sigma\cdot\mathbf p\,\frac{iQ}{r}\Omega_{-\kappa m}=\frac1r\Big(-Q'+\frac{\kappa}{r}Q\Big)\Omega_{\kappa m}.\tag{4}$$

The second relation is the first with $\kappa\to-\kappa$, multiplied by $i$. For $h=c\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V_{\rm nuc}$, with the rest energy removed, the expectation value is

$$I_A=\int\Big[V_{\rm nuc}P_A^2+(V_{\rm nuc}-2c^2)Q_A^2+cP_A\Big(-Q_A'+\frac{\kappa_A}{r}Q_A\Big)+cQ_A\Big(P_A'+\frac{\kappa_A}{r}P_A\Big)\Big]dr .\tag{5}$$

### The Breit operator and the energy of a determinant

The electron–electron interaction is taken as $1/r_{12}+B$, with the frequency-independent Breit operator

$$B=-\alpha_{1i}D_{ij}\alpha_{2j},\qquad D_{ij}=\frac{\delta_{ij}+n_in_j}{2r_{12}},\qquad \mathbf n=\frac{\mathbf r_1-\mathbf r_2}{r_{12}}.\tag{6}$$

For $\mathbf R=\mathbf r_1-\mathbf r_2$ one has $\partial_i\partial_jR=(\delta_{ij}-n_in_j)/R$, so $D_{ij}=\delta_{ij}/R-\tfrac12\partial_i\partial_jR$. A derivative with respect to $\mathbf r_1$ is $+\partial$ and one with respect to $\mathbf r_2$ is $-\partial$, which gives

$$D_{ij}=\frac{\delta_{ij}}{r_{12}}+\frac12\,\partial_{1i}\partial_{2j}\,r_{12}.\tag{7}$$

The second derivative diverges only as $1/R$, so it hides no delta function. The first term alone defines the Gaunt operator; the second is called the retardation term. The Fourier transform of $1/R$ is $4\pi/k^2$, and $\nabla^2R=2/R$ makes that of $R$ equal to $-8\pi/k^4$. Then $-\tfrac12\partial_i\partial_jR\to-\tfrac12(-k_ik_j)(-8\pi/k^4)$, and

$$D_{ij}(\mathbf k)=\frac{4\pi}{k^2}\big(\delta_{ij}-\hat k_i\hat k_j\big).\tag{8}$$

The Breit operator is the static interaction of the transverse parts of two currents.

For one determinant, $E_B=\tfrac12\sum_{ab}[\langle ab|B|ab\rangle-\langle ab|B|ba\rangle]$. The terms $a=b$ cancel between the two pieces, so both sums may run over all pairs. Define $\mathbf j_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b$, so that $\mathbf j_{ba}=\mathbf j_{ab}^*$. From (1), upper times lower plus lower times upper,

$$\mathbf j_{ab}=\frac{i}{r^2}\Big[P_AQ_B\,\Omega^\dagger_{\kappa_Am_a}\boldsymbol\sigma\,\Omega_{-\kappa_Bm_b}-Q_AP_B\,\Omega^\dagger_{-\kappa_Am_a}\boldsymbol\sigma\,\Omega_{\kappa_Bm_b}\Big].\tag{9}$$

The direct sum is $-\tfrac12\iint\mathbf j\cdot D\cdot\mathbf j$ with $\mathbf j=\sum_a\mathbf j_{aa}$. For $a=b$ the second angular factor in (9) is the complex conjugate of the first. Calling the first factor, summed over $m$, $\mathbf t$, equation (3) gives

$$\mathbf t=-\sum_m\Omega^\dagger_{\kappa m}\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})\Omega_{\kappa m}=-\frac{q}{8\pi}\operatorname{Tr}[\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})]=-\frac{q}{4\pi}\hat{\mathbf r}.\tag{10}$$

This is real, so $\sum_m\mathbf j_{aa}=iP_AQ_A(\mathbf t-\mathbf t^*)/r^2=0$ at every point. The trace in (10) uses a full subshell with the same radial functions for every $m$; a single $m$ carries a current. Time reversal maps the orbital $m$ onto $-m$ with the same real radial functions and reverses its current, so $\pm m$ pairs cancel; an open shell keeps a net current when some $m$ is occupied without its partner $-m$. With a single unpaired orbital the direct sum is only that orbital's $a=b$ term, which exchange cancels; a net direct contribution beyond such $a=b$ terms needs at least two unpaired orbitals. Because $\mathbf j$ vanishes for every choice of $P_A$ and $Q_A$, the direct term also contributes nothing to the variational equations.

In the exchange term, $\langle ab|B|ba\rangle=-\iint\mathbf j_{ab}(1)\cdot D\cdot\mathbf j_{ba}(2)$. The two minus signs cancel, and with (8)

$$E_B=\frac12\sum_{ab}\iint\mathbf j_{ab}(1)\cdot D\cdot\mathbf j^*_{ab}(2)=\frac12\sum_{ab}\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\big|\tilde{\mathbf j}^{\,T}_{ab}(\mathbf k)\big|^2 ,\tag{11}$$

where $\tilde{\mathbf j}^{\,T}$ is the part of the Fourier transform perpendicular to $\mathbf k$. Every pair contributes a non-negative amount. The Gaunt energy has $|\tilde{\mathbf j}_{ab}|^2$ in place of $|\tilde{\mathbf j}^{\,T}_{ab}|^2$, so for fixed closed-shell orbitals $0\le E_B\le E_{\rm Gaunt}$ and the retardation energy is never positive.

The terms $a=b$ remain in (11), yet they are not a self-interaction. They stand for the direct interaction between different orbitals: the full direct sum is zero, so its $a\ne b$ part equals minus its $a=b$ part, which is the $a=b$ term of (11).

### Multipole expansion of the Breit tensor

**Vector harmonics.** Let $Y=Y_{JM}(\hat{\mathbf r})$. Three vector fields can be made from it: $\hat{\mathbf r}Y$, $r\nabla Y$ and $\mathbf LY$. From $\mathbf L=-i\mathbf r\times\nabla$ acting on a function of angles, $\hat{\mathbf r}\times\mathbf LY=-i[\hat{\mathbf r}\,(\mathbf r\cdot\nabla Y)-r\nabla Y]=ir\nabla Y$. Since $\hat{\mathbf r}\cdot\mathbf L=0$, the fields $r\nabla Y$ and $\mathbf LY$ are tangential and have the same squared norm, $\int|\mathbf LY|^2d\Omega=J(J+1)$, while $\hat{\mathbf r}Y$ is radial with norm 1. Define

$$\mathbf Y_{JJM}=\frac{\mathbf LY}{\sqrt{J(J+1)}},\qquad \mathbf Y_{J,J-1,M}=\frac{J\hat{\mathbf r}Y+r\nabla Y}{\sqrt{J(2J+1)}},\qquad \mathbf Y_{J,J+1,M}=\frac{r\nabla Y-(J+1)\hat{\mathbf r}Y}{\sqrt{(J+1)(2J+1)}}.\tag{12}$$

The norms are 1, because $J^2+J(J+1)=J(2J+1)$ and $(J+1)^2+J(J+1)=(J+1)(2J+1)$. The Cartesian components of $\mathbf Y_{JLM}$ are spherical harmonics of the single order $L$. For $L=J$ this holds because $L_i$ commutes with $\mathbf L^2$. For $L=J-1$ the numerator times $r^{J-1}$ is $\nabla(r^JY)$, whose components are harmonic polynomials of degree $J-1$. For $L=J+1$ the numerator times $r^{-J-2}$ is $\nabla(r^{-J-1}Y)$, whose components are harmonic and homogeneous of degree $-(J+1)-1$. Fields of different $L$ are thus orthogonal, and fields of different $J,M$ are orthogonal because they transform under rotations as the $Y_{JM}$ they are built from. At fixed $L$ the values $J=L-1,L,L+1$ supply $(2L-1)+(2L+1)+(2L+3)=3(2L+1)$ fields (for $L=0$, the three with $J=1$), which is the dimension of the space spanned by $\mathbf e_iY_{Lm}$. Hence

$$\sum_{JM}\mathbf Y_{JLM}(1)\,\mathbf Y^*_{JLM}(2)=\mathbb 1\sum_mY_{Lm}(1)Y^*_{Lm}(2).\tag{13}$$

With $u=\sqrt{J(2J+1)}$ and $v=\sqrt{(J+1)(2J+1)}$, subtracting the two numerators in (12) gives $(2J+1)\hat{\mathbf r}Y=u\mathbf Y_{J,J-1,M}-v\mathbf Y_{J,J+1,M}$, and substituting back gives $(2J+1)\,r\nabla Y=(J+1)u\mathbf Y_{J,J-1,M}+Jv\mathbf Y_{J,J+1,M}$. Then $\nabla(fY)=f'\hat{\mathbf r}Y+(f/r)\,r\nabla Y$ becomes

$$\nabla(fY_{JM})=n_-\,(\mathcal D^-f)\,\mathbf Y_{J,J-1,M}+n_+\,(\mathcal D^+f)\,\mathbf Y_{J,J+1,M},\tag{14}$$

with $n_-=\sqrt{J/(2J+1)}$, $n_+=-\sqrt{(J+1)/(2J+1)}$, $\mathcal D^-=\partial_r+(J+1)/r$, $\mathcal D^+=\partial_r-J/r$. On powers, $\mathcal D^-r^n=(n+J+1)r^{n-1}$ and $\mathcal D^+r^n=(n-J)r^{n-1}$.

**The Gaunt part.** Write $r=r_1$, $s=r_2$, $U_L=r_<^L/r_>^{L+1}$. The Laplace expansion $1/r_{12}=\sum_LU_LP_L(x)$, with $x=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$ and $P_L(x)=\frac{4\pi}{2L+1}\sum_mY_{Lm}(1)Y^*_{Lm}(2)$, combined with (13), gives $\mathbb 1/r_{12}=4\pi\sum_{JLM}\mathbf Y_{JLM}(1)\,\frac{U_L}{2L+1}\,\mathbf Y^*_{JLM}(2)$.

**The retardation part.** Multiply the Laplace expansion by $r_{12}^2=r_<^2+r_>^2-2r_<r_>x$ and use $(2L+1)xP_L=(L+1)P_{L+1}+LP_{L-1}$. The coefficient of $P_J$ in $r_{12}$ is

$$g_J=(r_<^2+r_>^2)U_J-2r_<r_>\Big[\frac{J}{2J-1}U_{J-1}+\frac{J+1}{2J+3}U_{J+1}\Big]=\frac{1}{2J+3}\frac{r_<^{J+2}}{r_>^{J+1}}-\frac{1}{2J-1}\frac{r_<^{J}}{r_>^{J-1}},\tag{15}$$

where $1-\frac{2(J+1)}{2J+3}=\frac1{2J+3}$ and $1-\frac{2J}{2J-1}=-\frac1{2J-1}$ were used. At $r=s$, $\partial_rg_J$ is $\frac{J+2}{2J+3}-\frac{J}{2J-1}$ from the side $r<s$ and $-\frac{J+1}{2J+3}+\frac{J-1}{2J-1}$ from the side $r>s$. The difference is $1-1=0$, so $\partial_r\partial_sg_J$ contains no $\delta(r-s)$ and can be computed on each side separately. For $r<s$, $g_J=r^{J+2}s^{-J-1}/(2J+3)-r^Js^{-J+1}/(2J-1)$. Here $\mathcal D^+_r$ annihilates $r^J$ and $\mathcal D^-_s$ annihilates $s^{-J-1}$, while $\mathcal D_r^+r^{J+2}=2r^{J+1}$, $\mathcal D_r^-r^{J+2}=(2J+3)r^{J+1}$, $\mathcal D_r^-r^{J}=(2J+1)r^{J-1}$, $\mathcal D_s^+s^{-J-1}=-(2J+1)s^{-J-2}$, $\mathcal D_s^+s^{-J+1}=-(2J-1)s^{-J}$, $\mathcal D_s^-s^{-J+1}=2s^{-J}$. Therefore, for $r<s$,

$$\begin{aligned}\mathcal D^+_r\mathcal D^+_sg_J&=-\frac{2(2J+1)}{2J+3}U_{J+1}, & \mathcal D^-_r\mathcal D^-_sg_J&=-\frac{2(2J+1)}{2J-1}U_{J-1},\\ \mathcal D^+_r\mathcal D^-_sg_J&=0, & \mathcal D^-_r\mathcal D^+_sg_J&=(2J+1)\,W_J(r,s),\end{aligned}\tag{16}$$

with $W_J(r,s)=r^{J-1}/s^J-r^{J+1}/s^{J+2}$. For $r>s$ the symmetry $g_J(r,s)=g_J(s,r)$ leaves the first line unchanged and exchanges the roles of the two mixed derivatives.

This part has shown that the direct Breit term vanishes for closed shells, leaving the exchange energy (11), and has expanded the Gaunt and retardation parts of the Breit tensor in multipoles. It remains to combine them into one kernel, obtain the radial energy and vary it to find the radial equations, and then to examine their limits and apply them to lead.
